# Plane-wave matrix elements of the static Bethe-Salpeter kernel

## Definitions and conventions

Rydberg atomic units are used: \(\hbar=1\), \(e^2=2\), and the one-electron Hamiltonian is \(p^2+V_{\rm loc}(\mathbf r)\) when the potential is local. The crystal is an insulator with \(N_k\) cells of volume \(\Omega\), periodic boundary conditions and total volume \(V=N_k\Omega\). Spin-orbit coupling is absent, so both spins share the Bloch orbitals

\[
\psi_{n\mathbf k}(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1 .
\]

Filled bands are called \(v\), empty bands \(c\). A transition \(vc\mathbf k\) lifts an electron from \(v\mathbf k\) to \(c\mathbf k\). The pair density is

\[
M_{nn'}(\mathbf k,\mathbf k';\mathbf G)=\langle n\mathbf k|e^{i(\mathbf k-\mathbf k'+\mathbf G)\cdot\mathbf r}|n'\mathbf k'\rangle .
\]

On inserting the plane waves, the integral over \(V\) vanishes unless the coefficient of the bra belongs to \(\mathbf G+\mathbf G'\) when that of the ket belongs to \(\mathbf G'\). Hence

\[
M_{nn'}(\mathbf k,\mathbf k';\mathbf G)=\sum_{\mathbf G'}c^*_{n\mathbf k}(\mathbf G+\mathbf G')\,c_{n'\mathbf k'}(\mathbf G').
\]

The bare interaction \(2/r\) has the transform \(v(\mathbf p)\). With a cutoff \(e^{-\mu r}\) and the angular average \(\sin(pr)/(pr)\) of the plane wave,

\[
4\pi\int_0^\infty r^2\,\frac{2e^{-\mu r}}{r}\,\frac{\sin pr}{pr}\,dr=\frac{8\pi}{p}\,\frac{p}{p^2+\mu^2}\;\longrightarrow\; v(\mathbf p)=\frac{8\pi}{p^2}\quad(\mu\to0).
\]

The goal is the direct element \(K^d\) and the exchange element \(K^x\) between \(vc\mathbf k\) and \(v'c'\mathbf k'\). The inverse dielectric matrix at \(\mathbf q=\mathbf k-\mathbf k'\) will enter \(K^d\) alone; \(K^x\) contains the bare interaction at reciprocal lattice vectors.

## The kernel in real space

Let \(\rho_\sigma(\mathbf r,\mathbf r')\) be the density matrix of spin \(\sigma\). It obeys \(i\,\partial_t\rho_\sigma=[h_\sigma,\rho_\sigma]\), where the mean field \(h_\sigma\) contains the Hartree potential and the screened exchange \(-W(\mathbf r,\mathbf r')\rho_\sigma(\mathbf r,\mathbf r')\). Two approximations define the static kernel: \(W\) does not depend on frequency, and it is held fixed when \(\rho\) varies. Then

\[
\delta h_\sigma(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\int v(\mathbf r-\mathbf r'')\sum_{\sigma'}\delta\rho_{\sigma'}(\mathbf r'',\mathbf r'')\,d\mathbf r''-W(\mathbf r,\mathbf r')\,\delta\rho_\sigma(\mathbf r,\mathbf r').
\]

In the Tamm-Dancoff approximation only the part of \(\delta\rho\) that creates pairs is kept:

\[
\delta\rho_\sigma(\mathbf r,\mathbf r')=e^{-i\omega t}\sum_{v'c'\mathbf k'}A^\sigma_{v'c'\mathbf k'}\,\psi_{c'\mathbf k'}(\mathbf r)\,\psi^*_{v'\mathbf k'}(\mathbf r').
\]

To first order the equation of motion is \(i\,\partial_t\delta\rho=[h_0,\delta\rho]+[\delta h,\rho_0]\), with \(\rho_0=\sum_{v\mathbf k}|v\mathbf k\rangle\langle v\mathbf k|\). Take its element between \(\langle c\mathbf k|\) and \(|v\mathbf k\rangle\). The first commutator gives \((E_{c\mathbf k}-E_{v\mathbf k})A\). In the second, \(\rho_0|v\mathbf k\rangle=|v\mathbf k\rangle\) and \(\langle c\mathbf k|\rho_0=0\), which leaves \(\langle c\mathbf k|\delta h|v\mathbf k\rangle\). Inserting \(\delta h\) produces two integrals:

\[
K^d=-\iint\psi^*_{c\mathbf k}(\mathbf r)\psi_{c'\mathbf k'}(\mathbf r)\,W(\mathbf r,\mathbf r')\,\psi_{v\mathbf k}(\mathbf r')\psi^*_{v'\mathbf k'}(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

\[
K^x=\iint\psi^*_{c\mathbf k}(\mathbf r)\psi_{v\mathbf k}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\psi_{c'\mathbf k'}(\mathbf r')\psi^*_{v'\mathbf k'}(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

The names follow the electron-hole picture. The direct term, which comes from the exchange part of the mean field, attracts the electron density to the hole density. The exchange term, which comes from the Hartree part, couples two transition densities.

For a singlet \(A^\uparrow=A^\downarrow\), and the spin sum in the Hartree term gives \(2K^x\). For a triplet \(A^\uparrow=-A^\downarrow\), and that sum vanishes. The eigenvalue problem is therefore

\[
(E_{c\mathbf k}-E_{v\mathbf k})A_{vc\mathbf k}+\sum_{v'c'\mathbf k'}\big(K^d+sK^x\big)A_{v'c'\mathbf k'}=\omega A_{vc\mathbf k},
\]

with \(s=2\) for singlets and \(s=0\) for triplets.

**Check on a limit.** With \(W\) replaced by \(v\), the kernel must agree with the Coulomb Hamiltonian between singly excited determinants. The program builds such states in Fock space from two transitions that share no orbital, so that no one-body term connects them. The singlet element has modulus 0.00501 Ry, equal to \(|K^d+2K^x|\), and the triplet element 0.00370 Ry, equal to \(|K^d|\). The complex values agree as well, which fixes the signs.

## First stage: a homogeneous screened interaction

Suppose first that \(W\) depends on \(\mathbf r-\mathbf r'\) alone:

\[
W(\mathbf r-\mathbf r')=\frac1V\sum_{\mathbf p}W(\mathbf p)\,e^{i\mathbf p\cdot(\mathbf r-\mathbf r')} .
\]

The double integral separates into \(\langle c\mathbf k|e^{i\mathbf p\cdot\mathbf r}|c'\mathbf k'\rangle\) and \(\int\psi_{v\mathbf k}e^{-i\mathbf p\cdot\mathbf r'}\psi^*_{v'\mathbf k'}d\mathbf r'\). A shift of \(\mathbf r\) by a lattice vector \(\mathbf R\) multiplies the first integrand by \(e^{i(\mathbf p-\mathbf k+\mathbf k')\cdot\mathbf R}\). The integral over the whole crystal cannot change under the shift, so it vanishes unless \(\mathbf p=\mathbf k-\mathbf k'+\mathbf G\). The second integral is the complex conjugate of \(\langle v\mathbf k|e^{i\mathbf p\cdot\mathbf r}|v'\mathbf k'\rangle\). Thus, for \(\mathbf q=\mathbf k-\mathbf k'\),

\[
K^d=-\frac1V\sum_{\mathbf G}M_{cc'}(\mathbf k,\mathbf k';\mathbf G)\,W(\mathbf q+\mathbf G)\,M^*_{vv'}(\mathbf k,\mathbf k';\mathbf G).
\]

**Check on a limit.** Take one valence and one conduction band whose cell-periodic functions hardly change with \(\mathbf k\). Then \(M_{cc}(\mathbf G=0)\) and \(M_{vv}(\mathbf G=0)\) approach 1. If the terms with \(\mathbf G\ne0\) are dropped and \(W(\mathbf q)=8\pi/(\epsilon q^2)\), the kernel becomes \(-8\pi/(V\epsilon q^2)\). Summed over \(\mathbf k'\), this is the momentum-space form of the potential \(-2/(\epsilon r)\): an electron and a hole attract each other through a dielectric.

## Second stage: screening in a crystal

In a crystal \(W(\mathbf r,\mathbf r')\) is unchanged only when both points move by the same lattice vector. A term \(e^{i\mathbf p\cdot\mathbf r}e^{-i\mathbf p'\cdot\mathbf r'}\) then survives only if \(\mathbf p-\mathbf p'\) is a reciprocal lattice vector, and

\[
W(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,W_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'} ,
\]

with \(\mathbf q\) in one Brillouin zone.

In the random-phase approximation the induced density is the response \(\chi^0\) of independent electrons to the total potential, so \(W=v+v\chi^0W\) as a product of integral operators. Each inner integration gives a factor \(V\), which cancels one prefactor \(1/V\) when \(\chi^0\) is expanded in the same way. Therefore

\[
W_{\mathbf G\mathbf G'}=v(\mathbf q+\mathbf G)\delta_{\mathbf G\mathbf G'}+v(\mathbf q+\mathbf G)\sum_{\mathbf G''}\chi^0_{\mathbf G\mathbf G''}W_{\mathbf G''\mathbf G'} .
\]

Moving the last term to the left defines the dielectric matrix, and its inverse gives \(W\):

\[
\epsilon_{\mathbf G\mathbf G'}(\mathbf q)=\delta_{\mathbf G\mathbf G'}-v(\mathbf q+\mathbf G)\chi^0_{\mathbf G\mathbf G'}(\mathbf q),\qquad
W_{\mathbf G\mathbf G'}(\mathbf q)=\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)\,v(\mathbf q+\mathbf G').
\]

The bare interaction carries the second index, because it stands to the right of \(\epsilon^{-1}\).

It remains to find \(\chi^0\). A static real potential \(\delta U\) changes a filled orbital by \(\sum_c\psi_c\langle c|\delta U|v\rangle/(E_v-E_c)\). Admixtures of other filled orbitals cancel pairwise in the density, since their denominators are opposite. With two spins,

\[
\chi^0(\mathbf r,\mathbf r')=2\sum_{vc}\frac{\psi_v^*(\mathbf r)\psi_c(\mathbf r)\psi_c^*(\mathbf r')\psi_v(\mathbf r')}{E_v-E_c}+\text{c.c.},
\]

where \(v\) and \(c\) here include the wave vector. The Fourier component is

\[
\chi^0_{\mathbf G\mathbf G'}(\mathbf q)=\frac1V\iint e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\chi^0(\mathbf r,\mathbf r')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}d\mathbf r\,d\mathbf r' .
\]

The written term gives \(M^*_{cv}(\mathbf G)M_{cv}(\mathbf G')\) with arguments \((\mathbf k+\mathbf q,\mathbf k)\). The conjugate term contains \(\langle c,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\mathbf k\rangle\). Time reversal, \(\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}\), turns this into \(M^*_{cv}(-\mathbf k+\mathbf q,-\mathbf k;\mathbf G)\). On a mesh containing \(-\mathbf k\) with every \(\mathbf k\), the two sums are equal, and

\[
\chi^0_{\mathbf G\mathbf G'}(\mathbf q)=\frac4V\sum_{vc\mathbf k}\frac{M^*_{cv}(\mathbf k+\mathbf q,\mathbf k;\mathbf G)\,M_{cv}(\mathbf k+\mathbf q,\mathbf k;\mathbf G')}{E_{v\mathbf k}-E_{c,\mathbf k+\mathbf q}} .
\]

The direct element now follows as in the first stage. The \(\mathbf r\) integral selects \(\mathbf q=\mathbf k-\mathbf k'\) and gives \(M_{cc'}(\mathbf G)\). The \(\mathbf r'\) integral gives \(M^*_{vv'}(\mathbf G')\), now with its own index:

\[
\boxed{K^d_{vc\mathbf k,v'c'\mathbf k'}=-\frac1V\sum_{\mathbf G\mathbf G'}M_{cc'}(\mathbf k,\mathbf k';\mathbf G)\,\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf k-\mathbf k')\,v(\mathbf k-\mathbf k'+\mathbf G')\,M^*_{vv'}(\mathbf k,\mathbf k';\mathbf G')}
\]

for \(\mathbf k\neq\mathbf k'\). The off-diagonal elements of \(\epsilon\) describe local fields: a charge wave of one wavelength induces waves of others in a non-uniform medium. They produce the off-diagonal part of \(\epsilon^{-1}\), and through the inversion they also change its diagonal, so that \(\epsilon^{-1}_{\mathbf G\mathbf G}\) differs in general from \(1/\epsilon_{\mathbf G\mathbf G}\).

**Checks on limits.** A diagonal \(\epsilon^{-1}\) restores the first stage with \(W(\mathbf q+\mathbf G)=\epsilon^{-1}_{\mathbf G\mathbf G}v(\mathbf q+\mathbf G)\), and \(\chi^0=0\) gives the bare attraction. In the program the full formula agrees, to rounding error, with double integrals in which \(W\) was found on a real-space grid by solving \(W=v+v\chi^0W\) there, with both terms of \(\chi^0(\mathbf r,\mathbf r')\) and without the plane-wave matrix \(\epsilon_{\mathbf G\mathbf G'}\) or pair densities.

Two properties are useful in a calculation. First, \(\mathbf k-\mathbf k'\) may lie outside the zone in which \(\epsilon^{-1}\) is stored. Let \(\mathbf k-\mathbf k'=\mathbf q_0+\mathbf G_0\). The vector \(\mathbf q_0+\mathbf G_0+\mathbf G\) can be read as \(\mathbf q_0\) plus the reciprocal vector \(\mathbf G_0+\mathbf G\), hence

\[
W_{\mathbf G\mathbf G'}(\mathbf q_0+\mathbf G_0)=W_{\mathbf G+\mathbf G_0,\mathbf G'+\mathbf G_0}(\mathbf q_0).
\]

The indices of the pair densities shift in the same way, and \(K^d\) is unchanged provided that the finite set of \(\mathbf G\) covers the shifted vectors. Second, \(W(\mathbf r,\mathbf r')\) is real, so conjugating the real-space integral exchanges the two transitions: \(K^d\) is Hermitian. Both properties are tested.

## Third stage: the exchange element

In \(K^x\) each product, such as \(\psi^*_{c\mathbf k}\psi_{v\mathbf k}\), joins orbitals at one wave vector and has the period of the lattice. Its Fourier components lie at reciprocal lattice vectors, whatever \(\mathbf k-\mathbf k'\) is. The \(\mathbf r\) integral gives \(M_{cv}(\mathbf k,\mathbf k;\mathbf G)\), and the \(\mathbf r'\) integral is

\[
\int\psi_{c'\mathbf k'}\psi^*_{v'\mathbf k'}e^{-i\mathbf G\cdot\mathbf r'}d\mathbf r'=\langle c'\mathbf k'|e^{i\mathbf G\cdot\mathbf r'}|v'\mathbf k'\rangle^*=M^*_{c'v'}(\mathbf k',\mathbf k';\mathbf G).
\]

Therefore

\[
\boxed{K^x_{vc\mathbf k,v'c'\mathbf k'}=\frac1V\sum_{\mathbf G\ne0}M_{cv}(\mathbf k,\mathbf k;\mathbf G)\,v(\mathbf G)\,M^*_{c'v'}(\mathbf k',\mathbf k';\mathbf G)} .
\]

There is no \(\epsilon^{-1}\), because the Hartree potential that was varied contains the bare interaction. A diagonal element is a sum of \(v(\mathbf G)|M_{cv}|^2/V\) and cannot be negative, so this term by itself raises the energy of a singlet pair.

**Check on a limit: the omitted term.** At \(\mathbf G=0\) the pair density is \(\langle c\mathbf k|v\mathbf k\rangle=0\), while \(v(0)\) diverges. Give the pair a small momentum \(\mathbf Q\), so that the transition runs from \(v\mathbf k\) to \(c,\mathbf k+\mathbf Q\). For a local potential the Hamiltonian of the cell-periodic functions \(u\) changes by \(2\mathbf Q\cdot(\mathbf p+\mathbf k)+Q^2\). First-order perturbation theory for \(u_{c,\mathbf k+\mathbf Q}\) gives its overlap with \(u_{v\mathbf k}\):

\[
M_{cv}(\mathbf k+\mathbf Q,\mathbf k;0)\simeq\frac{2\mathbf Q\cdot\mathbf p_{cv}}{E_c-E_v}\equiv\mathbf Q\cdot\mathbf d_{cv},\qquad \mathbf p_{cv}=\langle c\mathbf k|\mathbf p|v\mathbf k\rangle .
\]

The terms \(\mathbf Q\cdot\mathbf k\) and \(Q^2\) drop out by orthogonality. The length \(\mathbf d_{cv}\) is, up to a phase, the interband dipole, since \([\mathbf r,p^2]=2i\mathbf p\). The factors \(Q^2\) cancel, and the term tends to

\[
\frac{8\pi}{V}\,(\hat{\mathbf Q}\cdot\mathbf d_{cv\mathbf k})(\hat{\mathbf Q}\cdot\mathbf d_{c'v'\mathbf k'})^* .
\]

It depends on the direction of \(\mathbf Q\) but not on its length. Its expectation value in a state with amplitudes \(A\) is \((8\pi/V)|\hat{\mathbf Q}\cdot\sum A^*\mathbf d|^2\). This vanishes when the total dipole is perpendicular to \(\mathbf Q\). The boxed formula therefore suits transverse excitons; whenever the total dipole has a component along \(\mathbf Q\), as for longitudinal excitons or for oblique dipoles in a crystal of low symmetry, the term must be added to \(K^x\), with the same spin factor \(s\).

## The direct element at equal wave vectors

For \(\mathbf k=\mathbf k'\), \(c=c'\) and \(v=v'\), both pair densities at \(\mathbf G=0\) tend to 1 and \(W_{00}\) grows as \(1/q^2\). In an insulator the growth is not cancelled by screening: \(M_{cv}(\mathbf G=0)\) is of order \(q\), so \(\chi^0_{00}\) is of order \(q^2\) and \(v\chi^0_{00}\) stays finite. A single mesh point stands for a small cell of volume \((2\pi)^3/V\), so the head must be replaced by its average over that cell:

\[
-\frac1V\,W_{00}(0)\;\longrightarrow\;-\frac1{(2\pi)^3}\int_{\rm cell}\epsilon^{-1}_{00}(\mathbf q)\,\frac{8\pi}{q^2}\,d^3q .
\]

The volume element \(q^2\,dq\,d\hat{\mathbf q}\) cancels the divergence in three dimensions. The angular integral must be kept when \(\epsilon^{-1}_{00}\) depends on direction. The wings diverge as well. The elements \(\chi^0_{\mathbf G0}\) and \(\chi^0_{0\mathbf G}\) contain one factor \(M_{cv}(\mathbf G=0)\) and are linear in \(\mathbf q\), so \(W=v+v\chi^0W\) with \(W_{00}\propto1/q^2\) makes \(W_{\mathbf G0}\) and \(W_{0\mathbf G}\) grow as \(1/q\). Their leading parts are odd in \(\mathbf q\) and average to zero over a cell symmetric under \(\mathbf q\to-\mathbf q\). The elements with \(\mathbf G,\mathbf G'\ne0\) stay finite, but they receive a term of the form wing of \(\chi^0\) times \(W_{0\mathbf G'}\), whose limit can depend on the direction of \(\mathbf q\), so they too are averaged over the cell. Elements between different nondegenerate bands need the same care. If \(c\ne c'\) or \(v\ne v'\), but not both, one pair density at \(\mathbf G=0\) is linear in \(\mathbf q\), and the head term grows as \(1/q\) with an odd leading part that averages to zero. If both indices differ, the head term is finite and can depend on direction.

## A worked element

The model crystal has an orthorhombic cell with edges 9.0, 6.0 and 5.5 bohr and a local potential with a few Fourier components \(V_{\mathbf G}\), some of them complex. Complex components alone could come from the choice of origin. The product \(V_{100}^2V_{200}^*\), however, does not depend on the origin and would be real if an inversion centre existed. With \(V_{100}=-0.2\) Ry and \(V_{200}=0.08+0.06i\) Ry it is \(0.0032-0.0024i\) Ry³, so there is no inversion symmetry. Two bands are filled at the wave vectors used, where the smallest gap is 0.2615 Ry. There are 27 plane waves per wave vector and three wave vectors, \(k_x/b_x=-1/3,0,1/3\) with \(b_x=2\pi/a_x\), hence \(V=3\times297=891\) bohr³. The orbitals and energies of this potential in this basis serve as the mean-field input. The basis is part of the model and is not converged: with 125 plane waves the gap becomes 0.243 Ry, and the values found below move by 5 to 20% (\(\epsilon^{-1}_{00}\) from 0.339 to 0.304, \(|K^d|\) from 0.127 to 0.121 Ry, the diagonal \(K^x\) from 0.0190 to 0.0204 Ry, the omitted exchange term from 0.665 to 0.80 Ry), after which 343 plane waves change them little. The gap belongs to these wave vectors on the \(k_x\) axis: elsewhere in the zone the second and third bands of this potential overlap in energy. The model is therefore a gapped supercell of three cells that illustrates matrix elements, not a bulk insulator whose exciton energies could be converged.

Take the upper valence and the lower conduction band, \(\mathbf k=\mathbf b_x/3\) and \(\mathbf k'=0\). Then \(q=0.2327\) bohr⁻¹ and \(v(\mathbf q)=8\pi/q^2=464.1\) Ry bohr³. The other factors of the head are \(\epsilon^{-1}_{00}=0.3393\), \(|M_{cc'}(0)|=0.8297\) and \(|M_{vv'}(0)|=0.7990\). With orbital phases that make \(M_{cc'}(0)M^*_{vv'}(0)\) positive,

\[
K^d_{\rm head}=-\frac{0.8297\times0.3393\times464.1\times0.7990}{891}\ {\rm Ry}=-0.1172\ {\rm Ry}.
\]

Adding the other diagonal elements of \(\epsilon^{-1}\) gives \(-0.1219-0.0018i\) Ry. The full matrix gives

\[
K^d=-0.1270+0.0099i\ {\rm Ry},\qquad |K^d|=0.1273\ {\rm Ry}=1.732\ {\rm eV}.
\]

The off-diagonal elements thus contribute \(-0.0050+0.0117i\) Ry, whose modulus is about 10% of \(|K^d|\). This is not the whole effect of local fields, which also act on the head: here \(\epsilon^{-1}_{00}=0.339\), while \(1/\epsilon_{00}=0.240\). An imaginary part is possible because the crystal has no inversion centre, so that no choice of origin makes the Fourier components of the potential real. Were they all real, the Hamiltonian matrix and its eigenvectors could be chosen real, and so would be every factor of \(K^d\).

The bare element is \(-0.3495-0.0053i\) Ry. Screening reduces the modulus by a factor 0.364, near the head value 0.339 but not equal to it. In this model the head itself depends strongly on \(q\): at \(\mathbf q=\mathbf b_x/1000\) it is 0.111. Doubling that small \(q\) lowers \(W_{00}\) by a factor 3.9995, close to the 4 expected from \(1/q^2\).

For the same bands the exchange element at \(\mathbf k=\mathbf k'=0\) is 0.0190 Ry, or 0.259 eV. Between \(\mathbf b_x/3\) and 0 its modulus is 0.0201 Ry, so here it does not fall off with \(|\mathbf k-\mathbf k'|\), in keeping with the absence of \(v(\mathbf k-\mathbf k')\) from the formula.

The omitted term is much larger for \(\mathbf Q\) along \(x\). With \(|d_x|=4.857\) bohr at \(\mathbf k=0\),

\[
\frac{8\pi\times4.857^2}{891}\ {\rm Ry}=0.665\ {\rm Ry},
\]

about 35 times the exchange element without it. The pair density computed at \(\mathbf Q=\mathbf b_x/1000\) gives the same value to three digits. Each of these elements carries a factor \(1/V\) and shrinks as the mesh is refined, while the number of elements in the sum over \(\mathbf k'\) grows; a single element is therefore not a binding energy or a splitting.

The formulas rest on static screening. They lose their basis when the electron and hole move relative to each other on the time scale on which the medium responds, and the Tamm-Dancoff form fails when the coupling to the discarded part of \(\delta\rho\) is not small compared with the transition energies. The numerical check that accompanies this text covers the matrix elements, not these two approximations.

## Computed values

```
cell edges a_x, a_y, a_z (bohr): 9.0 6.0 5.5
potential V_G, G=(1, 0, 0) (Ry): -0.20 +0.00 i
potential V_G, G=(2, 0, 0) (Ry): 0.08 +0.06 i
potential V_G, G=(0, 1, 0) (Ry): -0.30 +0.00 i
potential V_G, G=(0, 0, 1) (Ry): -0.30 +0.00 i
potential V_G, G=(1, 1, 0) (Ry): 0.03 +0.05 i
potential V_G, G=(1, 0, 1) (Ry): 0.00 +0.05 i
potential V_G, G=(0, 1, 1) (Ry): 0.00 +0.04 i
plane waves per k: 27; G vectors in epsilon: 175
k points: 3 (k_x/b_x = -1/3, 0, 1/3); filled bands: 2
cell volume (bohr^3): 297.0
crystal volume V (bohr^3): 891.0
lowest 4 band energies, k_x/b_x=0 (Ry): -0.3947 0.1376 0.3991 0.8469
lowest 4 band energies, k_x/b_x=1/3 (Ry): -0.3745 0.0256 0.6503 0.8674
smallest gap on the mesh (Ry): 0.2615
Direct element, top valence and lowest conduction, k=b_x/3, k'=0
|q| (1/bohr): 0.23271
v(q) (Ry bohr^3): 464.096
inverse dielectric head at q: 0.33933
|M_cc'(G=0)|: 0.82966
|M_vv'(G=0)|: 0.79902
phases chosen so that M_cc'(0) conj(M_vv'(0)) is positive
head term only (Ry): -0.117170
diagonal of epsinv only (Ry): -0.121918 -0.001807 i
full direct element (Ry): -0.126953 +0.009861 i
bare direct element (Ry): -0.349466 -0.005275 i
|full direct| (Ry): 0.127336
|full direct| (eV): 1.7325
|full| / |bare|: 0.3643
Exchange elements, same two bands
K^x, k=k'=0 (Ry): 0.019040
K^x, k=k'=0 (eV): 0.2590
|K^x|, k=b_x/3, k'=0 (Ry): 0.020148
transition dipole along x at k=0, |d_x| (bohr): 4.8570
omitted G=0 term, Q->0 along x (Ry): 0.665435
same from pair density at Q=b_x/1000 (Ry): 0.665413
inverse dielectric head at q=b_x/1000: 0.11108
W head ratio, q=b_x/1000 to 2b_x/1000: 3.99953
Fock-space check: (v=2,c=3,k=b_x/3) with (v'=1,c'=4,k'=0)
|singlet| Fock, |K^d+2K^x| bare (Ry): 0.005012 0.005012
|triplet| Fock, |K^d| bare (Ry): 0.003697 0.003697
largest direct deviation from real space (Ry): 3.3e-16
largest exchange deviation from real space (Ry): 5.4e-17
largest hermiticity deviation (Ry): 5.0e-16
largest folding deviation (Ry): 1.5e-16
```
